# Why Non-Relativistic Contractions Fail with X2C and DKH Hamiltonians: verification in Python

```python
# Result under test: contraction coefficients taken from a non-relativistic (NR)
# atom keep most of the relativistic energy shift but block the contraction of
# the core when they are reused with the X2C or DKH2 Hamiltonian.
# Symbols: S overlap, T kinetic energy, V nuclear attraction, W = p.V p,
# c speed of light, D density matrix, h one-electron Hamiltonian. Atomic units.
# "full" = all primitives free; "NR-contracted" = frozen NR atomic shapes plus
# the outermost primitives. Point nuclei, spin-free, closed-shell Hartree-Fock.
import numpy as np
from scipy import constants
from scipy.linalg import eigh, block_diag
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

c = 1.0 / constants.fine_structure
angstrom = constants.physical_constants["Bohr radius"][0] * 1e10


def even_tempered(l, start, ratio, count):
    return [[l, [start * ratio**k, 1.0]] for k in range(count)]


def one_electron(mol, kind):
    """NR, X2C or DKH2 one-electron Hamiltonian in the primitive basis."""
    S, T = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    V, W = mol.intor("int1e_nuc"), mol.intor("int1e_pnucp")
    if kind == "NR":
        return T + V
    t, U = eigh(T, S)
    p = np.sqrt(2 * t)
    n = len(p)
    large = U.T @ V @ U
    small = (U.T @ W @ U) / np.outer(p, p)
    if kind == "X2C":
        cp = np.diag(c * p)
        lower = small - 2 * c**2 * np.eye(n)
        vec = eigh(np.block([[large, cp], [cp, lower]]))[1]
        X = np.linalg.solve(vec[:n, n:].T, vec[n:, n:].T).T
        w, v = eigh(np.eye(n) + X.T @ X)
        R = (v / np.sqrt(w)) @ v.T
        h = R @ (large + cp @ X + X.T @ cp + X.T @ lower @ X) @ R
    else:
        E = np.sqrt(c**2 * p**2 + c**4)
        a = np.sqrt((E + c**2) / (2 * E))
        b = a * c * p / (E + c**2)
        even = np.outer(a, a) * large + np.outer(b, b) * small
        odd = -np.outer(a, b) * large + np.outer(b, a) * small
        Y = odd / (E[:, None] + E[None, :])
        h = np.diag(c**2 * p**2 / (E + c**2)) + even
        h = h + 0.5 * (Y @ odd.T + odd @ Y.T)
    back = S @ U
    h = back @ h @ back.T
    return 0.5 * (h + h.T)


def shell_index(mol, l):
    """AO indices of the first atom: rows = primitives (diffuse first)."""
    loc = mol.ao_loc_nr()
    shells = [i for i in range(mol.nbas)
              if mol.bas_atom(i) == 0 and mol.bas_angular(i) == l]
    shells.sort(key=lambda i: mol.bas_exp(i)[0])
    return np.array([[loc[i] + m for m in range(2 * l + 1)] for i in shells])


def atomic_space(mol, radial, occupied):
    """Columns spanning the chosen space, and groups of equal (l, m)."""
    blocks, groups, first = [], [], 0
    for l, shape in radial.items():
        index = shell_index(mol, l)
        for m in range(2 * l + 1):
            block = np.zeros((mol.nao_nr(), shape.shape[1]))
            block[index[:, m]] = shape
            blocks.append(block)
            groups.append((np.arange(first, first + shape.shape[1]), occupied[l]))
            first += shape.shape[1]
    return np.hstack(blocks), groups


def run_scf(h, S, eri, space, groups, dm):
    """Closed-shell Hartree-Fock restricted to the span of the given columns."""
    w, v = eigh(space.T @ S @ space)
    X = space @ (v / np.sqrt(w)) @ v.T
    focks, errors, old = [], [], 0.0
    for cycle in range(100):
        vj, vk = scf.hf.dot_eri_dm(eri, dm, hermi=1)
        F = h + vj - 0.5 * vk
        energy = 0.5 * np.sum(dm * (h + F))
        Fo = X.T @ F @ X
        use, done = Fo, False
        if cycle > 0:
            Do = X.T @ S @ dm @ S @ X
            err = Fo @ Do - Do @ Fo
            done = np.abs(err).max() < 1e-5 and abs(energy - old) < 1e-7
            focks, errors = (focks + [Fo])[-8:], (errors + [err])[-8:]
            k = len(focks)
            if k > 1 and not done:
                B = np.array([[np.sum(x * y) for y in errors] for x in errors])
                M = -np.ones((k + 1, k + 1))
                M[:k, :k], M[k, k] = B / B.max(), 0.0
                rhs = np.zeros(k + 1)
                rhs[k] = -1.0
                weight = np.linalg.lstsq(M, rhs, rcond=None)[0][:k]
                use = sum(q * f for q, f in zip(weight, focks))
        old, orbitals = energy, []
        new = np.zeros_like(dm)
        for columns, count in groups:
            eps, u = eigh(use[np.ix_(columns, columns)])
            coeff = X[:, columns] @ u
            orbitals.append((eps, coeff))
            new += 2 * coeff[:, :count] @ coeff[:, :count].T
        if done:
            return {"E": energy, "D": dm, "orbitals": orbitals}
        dm = new
    raise AssertionError("Hartree-Fock did not converge")


def atomic_shapes(mol, result, occupied):
    """Radial coefficients of the occupied atomic orbitals for each l."""
    shapes, group = {}, 0
    for l, count in occupied.items():
        shapes[l] = result["orbitals"][group][1][shell_index(mol, l)[:, 0], :count]
        group += 2 * l + 1
    return shapes


def contracted(shapes, free):
    return {l: np.hstack([s, np.eye(len(s))[:, :free[l]]]) for l, s in shapes.items()}


# ---------------- krypton: one-electron ion and neutral atom ----------------
Z = 36
kr_basis = (even_tempered(0, 0.06, 2.4, 20) + even_tempered(1, 0.06, 2.5, 13)
            + even_tempered(2, 0.2, 2.6, 8))
kr = gto.M(atom="Kr 0 0 0", basis={"Kr": kr_basis}, unit="Bohr", verbose=0)
S, T, V = (kr.intor(name) for name in ("int1e_ovlp", "int1e_kin", "int1e_nuc"))
r2 = kr.intor("int1e_r2")
h = {kind: one_electron(kr, kind) for kind in ("NR", "X2C", "DKH2")}
s_ao = shell_index(kr, 0)[:, 0]
cut = np.ix_(s_ao, s_ao)
ion_nr, ion_vec = eigh(h["NR"][cut], S[cut])
H = ion_vec.T @ h["X2C"][cut] @ ion_vec
ion_x2c = eigh(H, eigvals_only=True)[0]
ion_dkh = eigh(h["DKH2"][cut], S[cut], eigvals_only=True)[0]
ion_dirac = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
Q = H[1:, 1:] - ion_x2c * np.eye(len(H) - 1)
ion_loss = H[0, 1:] @ np.linalg.solve(Q, H[1:, 0])
assert abs(ion_x2c - ion_dirac) < 0.02     # finite primitive set
assert abs(ion_dkh - ion_dirac) < 0.3      # second-order decoupling
assert abs((H[0, 0] - ion_x2c) - ion_loss) < 1e-5

eri = kr.intor("int2e", aosym="s8")
occ = {0: 4, 1: 3, 2: 1}
all_free = {l: np.eye(len(shell_index(kr, l))) for l in occ}
full_space = atomic_space(kr, all_free, occ)
guess = np.asarray(scf.hf.init_guess_by_minao(kr))
nr = run_scf(h["NR"], S, eri, *full_space, guess)
x2c = run_scf(h["X2C"], S, eri, *full_space, nr["D"])
dkh = run_scf(h["DKH2"], S, eri, *full_space, x2c["D"])
kr_radial = contracted(atomic_shapes(kr, nr, occ), {0: 2, 1: 2, 2: 1})
nr_space = atomic_space(kr, kr_radial, occ)
x2c_old = run_scf(h["X2C"], S, eri, *nr_space, nr["D"])
dkh_old = run_scf(h["DKH2"], S, eri, *nr_space, x2c_old["D"])
s_released = dict(kr_radial)
s_released[0] = all_free[0]
x2c_s = run_scf(h["X2C"], S, eri, *atomic_space(kr, s_released, occ), x2c["D"])

kinetic = np.sum(nr["D"] * T)
virial = -(nr["E"] - kinetic) / kinetic
frozen = nr["E"] + np.sum(nr["D"] * (h["X2C"] - h["NR"]))
shift = x2c["E"] - nr["E"]
loss = x2c_old["E"] - x2c["E"]
loss_dkh = dkh_old["E"] - dkh["E"]
restored = (x2c_old["E"] - x2c_s["E"]) / loss


def inverse_r(result):
    return -np.sum(result["D"] * V) / Z


def valence_4s(result):
    eps, coeff = result["orbitals"][0]
    return eps[3], np.sqrt(coeff[:, 3] @ r2 @ coeff[:, 3])


recovered = ((inverse_r(x2c_old) - inverse_r(nr))
             / (inverse_r(x2c) - inverse_r(nr)))
assert abs(virial - 2) < 3e-4              # finite primitive set
assert x2c["E"] < x2c_old["E"] <= frozen + 1e-6
assert loss > 0.1 and loss < 0.3 * abs(shift)
assert frozen - x2c_old["E"] < 0.3 * (frozen - x2c["E"])
assert inverse_r(x2c) > inverse_r(nr) and abs(recovered) < 0.3
assert restored > 0.5
assert abs(loss_dkh / loss - 1) < 0.25

print(f"Speed of light: {c:.6f} a.u.")
print(f"Kr primitives: s {len(all_free[0])}, p {len(all_free[1])}, d {len(all_free[2])}")
print("Kr contracted functions: " + ", ".join(
    f"{'spd'[l]} {m.shape[1]}" for l, m in kr_radial.items()))
print(f"One-electron ion Z=36, NR 1s energy: {ion_nr[0]:.4f} Ha")
print(f"Ion, closed Dirac 1s energy: {ion_dirac:.4f} Ha")
print(f"Ion, X2C 1s energy: {ion_x2c:.4f} Ha")
print(f"Ion, DKH2 1s energy: {ion_dkh:.4f} Ha")
print(f"Ion, X2C expectation value in NR 1s: {H[0, 0]:.4f} Ha")
print(f"Ion, loss from response formula: {ion_loss:.4f} Ha")
print(f"Kr NR energy, full: {nr['E']:.4f} Ha")
print(f"Kr NR virial ratio -V/T: {virial:.6f}")
print(f"Kr X2C energy, full: {x2c['E']:.4f} Ha")
print(f"Kr X2C energy, NR-contracted: {x2c_old['E']:.4f} Ha")
print(f"Kr X2C energy, all NR orbitals frozen: {frozen:.4f} Ha")
print(f"Kr X2C energy, s released, p and d NR-contracted: {x2c_s['E']:.4f} Ha")
print(f"Kr relativistic shift, full: {shift:.4f} Ha")
print(f"Kr X2C loss from NR contraction: {loss:.4f} Ha")
print(f"Kr loss as part of shift: {100 * loss / abs(shift):.2f} %")
print(f"Kr part of loss restored by free s: {100 * restored:.2f} %")
print(f"Kr DKH2 energy, full: {dkh['E']:.4f} Ha")
print(f"Kr DKH2 energy, NR-contracted: {dkh_old['E']:.4f} Ha")
print(f"Kr DKH2 loss from NR contraction: {loss_dkh:.4f} Ha")
for name, result in (("NR full", nr), ("X2C full", x2c), ("X2C NR-contracted", x2c_old)):
    e4, rad4 = valence_4s(result)
    print(f"Kr {name}: total <1/r> {inverse_r(result):.4f} 1/bohr")
    print(f"Kr {name}: 4s energy {e4:.5f} Ha, rms radius {rad4:.5f} bohr")
print(f"Kr part of <1/r> increase recovered: {100 * recovered:.2f} %")
del eri

# ---------------- YH: does the same fault move the bond length? -------------
y_basis = (even_tempered(0, 0.02, 2.8, 16) + even_tempered(1, 0.03, 2.9, 11)
           + even_tempered(2, 0.05, 3.0, 8))
h_basis = even_tempered(0, 0.05, 3.2, 5) + [[1, [0.6, 1.0]]]
ion = gto.M(atom="Y 0 0 0", basis={"Y": y_basis}, charge=1, unit="Bohr", verbose=0)
S = ion.intor("int1e_ovlp")
eri = ion.intor("int2e", aosym="s8")
occ = {0: 5, 1: 3, 2: 1}
y_free = {l: np.eye(len(shell_index(ion, l))) for l in occ}
space = atomic_space(ion, y_free, occ)
guess = np.asarray(scf.hf.init_guess_by_minao(ion))
y_nr = run_scf(one_electron(ion, "NR"), S, eri, *space, guess)
y_x2c = run_scf(one_electron(ion, "X2C"), S, eri, *space, y_nr["D"])
del eri
outer = {0: 3, 1: 4, 2: 4}
y_old = contracted(atomic_shapes(ion, y_nr, occ), outer)
y_new = contracted(atomic_shapes(ion, y_x2c, occ), outer)
cases = {"NR, full": ("NR", y_free), "X2C, full": ("X2C", y_free),
         "NR, NR-contracted": ("NR", y_old),
         "X2C, NR-contracted": ("X2C", y_old),
         "X2C, X2C-contracted": ("X2C", y_new)}
distances = np.array([3.50, 3.65, 3.80, 3.95])
curves = {name: [] for name in cases}
hydride = np.zeros((8, 8))
hydride[1, 1] = 2.0
start = {name: block_diag(y_nr["D"], hydride) for name in cases}
for R in distances:
    mol = gto.M(atom=[["Y", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                basis={"Y": y_basis, "H": h_basis}, verbose=0)
    S = mol.intor("int1e_ovlp")
    eri = mol.intor("int2e", aosym="s8")
    hm = {kind: one_electron(mol, kind) for kind in ("NR", "X2C")}
    for name, (kind, radial) in cases.items():
        metal = atomic_space(mol, radial, occ)[0]
        columns = np.hstack([metal, np.eye(mol.nao_nr())[:, ion.nao_nr():]])
        group = [(np.arange(columns.shape[1]), mol.nelectron // 2)]
        result = run_scf(hm[kind], S, eri, columns, group, start[name])
        start[name] = result["D"]
        curves[name].append(result["E"] + mol.energy_nuc())
    del eri


def minimum(energies, variable):
    x = variable(distances)
    poly = np.polyfit(x, np.array(energies) - np.mean(energies), 3)
    fit = minimize_scalar(lambda R: np.polyval(poly, variable(R)),
                          bounds=(3.3, 4.15), method="bounded",
                          options={"xatol": 1e-9})
    return fit.x


bond, check = {}, {}
for name, energies in curves.items():
    bond[name] = minimum(energies, lambda R: R - 3.7)
    check[name] = minimum(energies, lambda R: 10 * (1 / R - 1 / 3.7))
    assert 3.4 < bond[name] < 4.05
    assert abs(bond[name] - check[name]) < 3e-3   # interpolation error
full_curve = np.array(curves["X2C, full"])
old_loss = np.array(curves["X2C, NR-contracted"]) - full_curve
new_loss = np.array(curves["X2C, X2C-contracted"]) - full_curve
assert np.all(new_loss > -1e-6)
assert old_loss.min() > 10 * new_loss.max()
assert np.ptp(old_loss) < 0.01 * old_loss.mean()


def difference(first, second, table):
    return (table[first] - table[second]) * angstrom


pairs = [("relativistic shift, full", "X2C, full", "NR, full"),
         ("relativistic shift, NR-contracted", "X2C, NR-contracted", "NR, NR-contracted"),
         ("relativistic shift, matched contractions", "X2C, X2C-contracted",
          "NR, NR-contracted"),
         ("X2C error of NR contraction", "X2C, NR-contracted", "X2C, full"),
         ("X2C error of X2C contraction", "X2C, X2C-contracted", "X2C, full")]
print("YH distances computed: " + ", ".join(f"{R:.2f}" for R in distances) + " bohr")
print("Y contracted functions: " + ", ".join(
    f"{'spd'[l]} {m.shape[1]}" for l, m in y_old.items()))
for name in cases:
    print(f"YH bond length, {name}: {bond[name] * angstrom:.5f} angstrom")
for label, first, second in pairs:
    print(f"YH {label}: {difference(first, second, bond):+.5f} angstrom")
spread = max(abs(difference(a, b, bond) - difference(a, b, check)) for _, a, b in pairs)
print(f"YH largest interpolation change of these differences: {spread:.6f} angstrom")
print(f"YH mean X2C energy loss, NR contraction: {old_loss.mean():.5f} Ha")
print(f"YH variation of that loss over the distances: {np.ptp(old_loss):.6f} Ha")
print(f"YH mean X2C energy loss, X2C contraction: {new_loss.mean():.6f} Ha")
print("all tests passed")
```

Printed output:

```
Speed of light: 137.035999 a.u.
Kr primitives: s 20, p 13, d 8
Kr contracted functions: s 6, p 5, d 2
One-electron ion Z=36, NR 1s energy: -647.9983 Ha
Ion, closed Dirac 1s energy: -659.5835 Ha
Ion, X2C 1s energy: -659.5693 Ha
Ion, DKH2 1s energy: -659.4688 Ha
Ion, X2C expectation value in NR 1s: -655.9534 Ha
Ion, loss from response formula: 3.6159 Ha
Kr NR energy, full: -2752.0101 Ha
Kr NR virial ratio -V/T: 2.000034
Kr X2C energy, full: -2788.2025 Ha
Kr X2C energy, NR-contracted: -2779.6513 Ha
Kr X2C energy, all NR orbitals frozen: -2779.6427 Ha
Kr X2C energy, s released, p and d NR-contracted: -2787.8270 Ha
Kr relativistic shift, full: -36.1924 Ha
Kr X2C loss from NR contraction: 8.5512 Ha
Kr loss as part of shift: 23.63 %
Kr part of loss restored by free s: 95.61 %
Kr DKH2 energy, full: -2787.9657 Ha
Kr DKH2 energy, NR-contracted: -2778.1376 Ha
Kr DKH2 loss from NR contraction: 9.8281 Ha
Kr NR full: total <1/r> 182.8418 1/bohr
Kr NR full: 4s energy -1.15308 Ha, rms radius 1.74356 bohr
Kr X2C full: total <1/r> 189.2563 1/bohr
Kr X2C full: 4s energy -1.18759 Ha, rms radius 1.71384 bohr
Kr X2C NR-contracted: total <1/r> 182.9442 1/bohr
Kr X2C NR-contracted: 4s energy -1.17654 Ha, rms radius 1.72486 bohr
Kr part of <1/r> increase recovered: 1.60 %
YH distances computed: 3.50, 3.65, 3.80, 3.95 bohr
Y contracted functions: s 8, p 7, d 5
YH bond length, NR, full: 1.94675 angstrom
YH bond length, X2C, full: 1.95893 angstrom
YH bond length, NR, NR-contracted: 1.94799 angstrom
YH bond length, X2C, NR-contracted: 1.95535 angstrom
YH bond length, X2C, X2C-contracted: 1.96018 angstrom
YH relativistic shift, full: +0.01218 angstrom
YH relativistic shift, NR-contracted: +0.00736 angstrom
YH relativistic shift, matched contractions: +0.01219 angstrom
YH X2C error of NR contraction: -0.00359 angstrom
YH X2C error of X2C contraction: +0.00124 angstrom
YH largest interpolation change of these differences: 0.000125 angstrom
YH mean X2C energy loss, NR contraction: 12.41446 Ha
YH variation of that loss over the distances: 0.000272 Ha
YH mean X2C energy loss, X2C contraction: 0.000434 Ha
all tests passed
```
